# Why a Finite Nucleus Speeds Gaussian Convergence of Dirac Energies

**Question.** A one-electron Dirac energy is computed in a basis of Gaussians, and tighter and tighter functions are added. With a point nucleus the energy settles slowly. With a nucleus of finite size it settles early. Why, and how does the error depend on the tightest exponent?

**Answer.** The difference lies in the powers of $r$ with which the wave function starts at the nucleus.

## The setting

Take the $1s_{1/2}$ state in a fixed potential $V(r)$, in Hartree atomic units, with $c=1/\alpha$ and the rest energy subtracted from $E$. Let $P$ and $Q$ be the large and small radial functions, with norm $\int(P^2+Q^2)\,dr$. The Hamiltonian acts as

$$H\begin{pmatrix}P\\Q\end{pmatrix}=\begin{pmatrix}VP-c\,(Q'+Q/r)\\ c\,(P'-P/r)+(V-2c^2)Q\end{pmatrix}.$$

$P$ is expanded in $r\,e^{-ar^2}$. Since $(d/dr-1/r)\,r e^{-ar^2}=-2a\,r^2e^{-ar^2}$, kinetic balance gives $r^2e^{-ar^2}$ for $Q$. The exponents form a geometric series with a fixed ratio and a fixed diffuse end. The variable is the tightest exponent $A$, which resolves lengths down to about $A^{-1/2}$.

## How the solution starts at a point nucleus

Put $V=-Z/r$, $P=r^\gamma$ and $Q=u_0r^\gamma$ near the origin. The terms in $r^{\gamma-1}$ dominate those with $E$ and $2c^2$, and they must cancel:

$$-Z-c(\gamma+1)u_0=0,\qquad c(\gamma-1)-Zu_0=0.$$

The first gives $u_0=-Z\alpha/(1+\gamma)$. Inserted in the second, it gives $(\gamma-1)(\gamma+1)=-(Z\alpha)^2$, so

$$\gamma=\sqrt{1-(Z\alpha)^2}.$$

The negative root is not normalizable for $\gamma>1/2$, which holds here.

The trial $P=r^\gamma e^{-Zr}$, $Q=u_0P$ solves the full equations. The factor $e^{-Zr}$ adds $-ZP$ to $P'$ and $-ZQ$ to $Q'$, so the first line leaves $cZu_0=E$, or

$$E=-\frac{Z^2}{1+\gamma}=c^2(\gamma-1),$$

where $Z^2=c^2(1-\gamma^2)$ was used. The second line leaves $-cZ-2c^2u_0=Eu_0$; both sides equal $cZ(1-\gamma)/(1+\gamma)$.

The function that Gaussians must imitate is $P/r\sim r^{\gamma-1}$, which diverges weakly. Its expansion in Gaussians is known in closed form. With $\nu=(1-\gamma)/2$,

$$r^{\gamma-1}=\frac{1}{\Gamma(\nu)}\int_0^\infty s^{\nu}e^{-sr^2}\,\frac{ds}{s},$$

because the integral equals $\Gamma(\nu)\,r^{-2\nu}$. On the logarithmic scale of a geometric series, the weight $s^\nu$ grows without end. Every new tight exponent is needed, and none is the last.

## How it starts at a finite nucleus

Let the nuclear charge density be proportional to $e^{-\eta r^2}$, with $\eta=3/(2r_{\rm rms}^2)$. Its potential is

$$V=-\frac{Z\,{\rm erf}(\sqrt\eta\,r)}{r}=-\frac{2Z}{\sqrt\pi}\int_0^{\sqrt\eta}e^{-u^2r^2}du
=V_0\left(1-\frac{\eta r^2}{3}+\dots\right),$$

with $V_0=-2Z\sqrt{\eta/\pi}$. The potential is even in $r$ and contains no Gaussian exponent above $\eta$.

Try $P=r+p_2r^3+\dots$ and $Q=q_0r^2+\dots$. The first radial equation, $Q'+Q/r=-(E-V)P/c$, gives at order $r$

$$3q_0=-\frac{E-V_0}{c}.$$

The second, $P'-P/r=(2c+(E-V)/c)\,Q$, gives at order $r^2$

$$2p_2=\left(2c+\frac{E-V_0}{c}\right)q_0.$$

The pattern continues. Since $V$ is even, an odd $P$ produces an even $Q$, and that $Q$ produces an odd $P$. The divisors are $2k+3$ for the $r^{2k+2}$ term of $Q$ and $2k$ for the $r^{2k+1}$ term of $P$, with $k\ge1$ in the latter, so none vanishes.

These are the powers contained in the basis functions. They also need no tight exponents: as $a\to0$, $re^{-ar^2}\to r$ and $r(e^{-ar^2}-e^{-2ar^2})/a\to r^3$, and higher differences give higher odd powers. Once the basis resolves the length $\eta^{-1/2}$ on which the series varies, still tighter functions have little left to do. Products of $V$ with the wave function can create exponents above $\eta$, so $\eta$ marks a scale and not a sharp edge.

## From the missing functions to the energy error

Let $b=\psi+d$ be the basis solution with energy $E_b$, and $\psi$ the exact one. The matrix equation implies $\langle b|H-E_b|b\rangle=0$. Therefore

$$(E_b-E)\langle b|b\rangle=\langle b|H-E|b\rangle=\langle d|H-E|d\rangle.$$

The last step uses $(H-E)\psi=0$ and the hermiticity of $H$. The error is quadratic in $d$, but it has no guaranteed sign, because $H$ is not bounded below.

For a point nucleus, consider distances so small that $Z/r$ far exceeds $2c^2$ and $|E|$. The remaining operator scales as $c/r$ and contains no length. Raising $A$ by one step of the series then reproduces the same fitting problem on a smaller scale. Since $\psi\sim r^\gamma$, the part of $d$ caused by missing tight functions has the form

$$d(r)=A^{-\gamma/2}D(x),\qquad x=\sqrt A\,r.$$

In $\langle d|H|d\rangle$ the two factors of $d$ give $A^{-\gamma}$, while $dr\,(c/r)=c\,dx/x$ gives no power of $A$. Adding a floor $F$ from the finite spacing of the exponents, which does not depend on $A$, we have for large $A$

$$E_b-E\simeq F+K A^{-\gamma}.$$

This is a leading-order scaling argument. It can be compared with the ordinary nonrelativistic cusp, $P=r(1-Zr+\dots)$. There the first missing power is $r^2$, so $d=A^{-1}D(x)$. The kinetic energy $\tfrac12\int d'^2dr$ scales as $A^{-2}\cdot A\cdot A^{-1/2}=A^{-3/2}$. The Dirac point nucleus is slower because its fault is in the leading power. The argument for $A^{-\gamma}$ formally assumes $Z\sqrt A\gg 2c^2$, that is $A\gg(2c^2/Z)^2$, which is about $2\times10^5$ bohr$^{-2}$ for $Z=80$. This threshold is a cautious order-of-magnitude estimate: at $Z=80$ the point-nucleus error already falls by $40.7/13.1=3.10$ from $A=2^{16}$ to $2^{18}$, against $4^\gamma=3.08$, although $2^{16}$ lies below it. As $Z\alpha\to0$, both $1-\gamma$ and $u_0$ vanish and this threshold moves to ever larger $A$, so at a fixed $A$ the cusp takes over. For any $Z>0$ the slow term still wins at large enough $A$.

For the Gaussian nucleus the term $KA^{-\gamma}$ describes the range $(2c^2/Z)^2\ll A\ll\eta$, as long as it far exceeds the energy shift between the two nuclei. For small $Z$ this range can be narrow or absent. The finite-nucleus error equals the point-nucleus error minus the part of that shift which the basis does not yet reproduce. For the nucleus used below this part is 1.24 hartree at $A=2^{18}$ and 0.99 hartree at $2^{20}$, out of 1.89. That is not negligible beside point-nucleus errors of 13.1 and 4.2 hartree, so no clean power shows: the finite-nucleus error falls by a factor of 3.7 over this step, while $4^\gamma=3.1$. Beyond $\eta$ the floor remains.

## Numbers

Choose $Z=80$, $r_{\rm rms}=10^{-4}$ bohr and exponent ratio 2. Then $\gamma=0.8119$ and $\eta=1.5\times10^8$ bohr$^{-2}=2^{27.16}$ bohr$^{-2}$. The exact point-nucleus energy is $-3532.1921$ hartree. Radial integration for the finite nucleus gives $-3530.3006$ hartree, which is higher by 1.8915 hartree, or 51.47 eV. This shift is physics of the model and not a basis error, so each error below is taken against the energy of its own nucleus.

The start of the wave function shows in the local power $d\ln P/d\ln r$. With $V_0=-1.1056\times10^6$ hartree, $q_0=-2681$ bohr$^{-1}$ and $p_2=-1.115\times10^7$ bohr$^{-2}$. At $r=10^{-5}$ bohr the series predicts

$$1+2p_2r^2=1-0.0022=0.9978,$$

as the integration finds; the point nucleus has 0.8111 there. At $10^{-3}$ bohr the two powers are 0.7346 and 0.7319. Outside the nucleus the solution still looks singular, so the finite nucleus cuts off the tower of tight functions but does not remove its lower part.

| $A$ (bohr$^{-2}$) | point error (hartree) | finite error (hartree) |
|---|---|---|
| $2^{16}$ | 40.7 | 39.2 |
| $2^{24}$ | 0.442 | 0.0611 |
| $2^{26}$ | 0.143 | $2.9\times10^{-4}$ |
| $2^{28}$ | 0.0464 | $8.9\times10^{-6}$ |
| $2^{34}$ | $1.59\times10^{-3}$ | $8.9\times10^{-6}$ |
| $2^{40}$ | $6.3\times10^{-5}$ | $8.9\times10^{-6}$ |

At $2^{16}$ the finite nucleus brings almost no gain. From $2^{24}$ to $2^{26}$ its error falls by a factor of about 210, against 3.1 for the point nucleus. At $2^{28}$, about $1.8\,\eta$, it has reached its floor with 23 functions per component. The point nucleus is still above that floor with 35.

To measure the decay without the floor, take differences of the point-nucleus errors at $2^{30}$, $2^{32}$ and $2^{34}$:

$$\frac{0.01506-0.004893}{0.004893-0.001593}=3.081,\qquad \frac{\ln3.081}{\ln4}=0.812.$$

This agrees with $\gamma$. For $Z=60$ and $70$ the measured values are 0.8997 and 0.8601, against 0.8991 and 0.8597. The nonrelativistic exponent comes out as 1.498. At $Z=80$, reducing the slow term tenfold requires $A$ to grow by $10^{1/0.812}\approx17$, or about four more functions per component.

## Is the noninteger power really the cause?

Keep the point nucleus and add one spinor, $r^\gamma e^{-2Zr}(1,u_0)$. It is not the eigenfunction, but it starts in the same way. What the Gaussians must still supply is

$$r^\gamma(e^{-Zr}-e^{-2Zr})=Zr^{\gamma+1}+\dots,$$

so $d$ scales as $A^{-(\gamma+1)/2}$ and the error as $A^{-\gamma-1}$. At $A=2^{24}$ the error changes from $+0.442$ to $-8.1\times10^{-5}$ hartree, a drop in size by a factor above 5000. Part of this comes from cancellation: the errors at $2^{26}$ and $2^{28}$ are positive and approach a floor near $1.2\times10^{-5}$ hartree, so the decaying term at $2^{24}$ is about $-9.3\times10^{-5}$ hartree, a drop by about 4800. The measured decay exponent is 1.79, and the leading estimate is 1.81. The test asked for a drop of at least a factor 100 and an exponent above $\gamma+0.5$. The negative sign shows that these energies are not upper bounds.

## What the finite nucleus does not cure

The floor belongs to the exponent ratio. Removing the slow term from the point-nucleus error at $2^{40}$ leaves $8.9\times10^{-6}$ hartree, the same floor as for the finite nucleus. With ratio 3 the finite-nucleus error at $2^{40}$ is 0.087 hartree, nearly ten thousand times larger. Two more diffuse functions at ratio 2 lower the error only from $8.9\times10^{-6}$ to $8.1\times10^{-6}$ hartree. The floors also depend on where the series is placed: multiplying all exponents by a common factor moves them by 10 to 15 per cent either way, so the digits quoted belong to these particular series. Tight functions cannot repair a coarse series.

At a fixed $A$ the gain also shrinks with the nucleus. A smaller radius raises $\eta$ as $r_{\rm rms}^{-2}$, and the slow decay lasts to correspondingly larger $A$. It gives way before $A$ reaches $\eta$: in the table the finite-nucleus error at $2^{24}$, about $\eta/9$, is already seven times smaller than the point-nucleus error. For charge models other than the Gaussian one, an even series at the origin removes the singular power there, but the behaviour at the nuclear edge needs its own examination. The energies here are those of one electron in a fixed potential, without electron interaction, nuclear recoil or QED corrections. The numerical output below gives the full set of exponents and errors.

## Table of computed values

```
Z = 80, rms radius = 1.0e-04 bohr, exponent ratio = 2
c = 137.035999 a.u., gamma = 0.811906
nuclear exponent eta = 1.500e+08 bohr^-2 = 2^27.16
exact point-nucleus energy = -3532.192093 hartree
finite-nucleus energy, radial integration = -3530.300557 hartree
finite-nucleus shift = 1.891536 hartree = 51.471 eV
V(0) = -1.1056e+06 hartree, q0 = -2680.68 bohr^-1, p2 = -1.1146e+07 bohr^-2
local power d ln P/d ln r: radius (bohr), finite nucleus, point nucleus
  1e-06  0.99998  0.81183
  1e-05  0.99779  0.81111
  1e-04  0.88014  0.80391
  1e-03  0.73456  0.73191
tightest exponent A (bohr^-2), functions per component,
  error point nucleus (hartree), error finite nucleus (hartree)
  2^16 = 6.55e+04  11  +4.069e+01  +3.924e+01
  2^18 = 2.62e+05  13  +1.311e+01  +1.187e+01
  2^20 = 1.05e+06  15  +4.225e+00  +3.234e+00
  2^22 = 4.19e+06  17  +1.365e+00  +6.673e-01
  2^24 = 1.68e+07  19  +4.417e-01  +6.110e-02
  2^26 = 6.71e+07  21  +1.431e-01  +2.904e-04
  2^28 = 2.68e+08  23  +4.642e-02  +8.910e-06
  2^30 = 1.07e+09  25  +1.506e-02  +8.910e-06
  2^32 = 4.29e+09  27  +4.893e-03  +8.909e-06
  2^34 = 1.72e+10  29  +1.593e-03  +8.909e-06
  2^36 = 6.87e+10  31  +5.230e-04  +8.909e-06
  2^38 = 2.75e+11  33  +1.757e-04  +8.908e-06
  2^40 = 1.10e+12  35  +6.302e-05  +8.908e-06
point-nucleus error at 2^40: slow term 5.413e-05, floor 8.894e-06 hartree
decay exponent, point nucleus, A = 2^30, 2^32, 2^34: Z, measured, gamma
  60  0.8997  0.8991
  70  0.8601  0.8597
  80  0.8121  0.8119
nonrelativistic errors at 2^24, 2^26, 2^28: +8.952e-04, +1.257e-04, +2.924e-05 hartree
nonrelativistic decay exponent = 1.4983 (expected 1.5)
point nucleus plus r^gamma spinor, errors at 2^22, 2^24, 2^26, 2^28:
  -1.0945e-03, -8.1041e-05, +4.0583e-06, +1.1093e-05 hartree
decay exponent with it = 1.7927, leading estimate gamma+1 = 1.8119
shift for rms 1e-5 and 2e-5 bohr: 0.045688, 0.140562 hartree
radius exponent of the shift = 1.6213, 2 gamma = 1.6238
finite-nucleus error at 2^40: ratio 3 +8.722e-02, ratio 2 +8.908e-06 hartree
ratio 2 with two more diffuse functions: +8.148e-06 hartree
```
